The lowest-energy defect need not control a semiconductor's conductivity

A formation-energy diagram shows the cost of each defect as a function of the Fermi level. If one picks a Fermi level, finds the lowest line and names that defect as the source of the conductivity, the answer depends on the pick. In the semiconductor worked out below, the top of the valence band selects a donor and suggests n-type material. Mid-gap selects a neutral defect and suggests an insulator. The bottom of the conduction band selects an acceptor and suggests p-type material. The material has one conductivity, so at least two of these readings are wrong. The Fermi level is not free: the charges of all defects and carriers together fix it.

**The counter-example**

The material is a model with round parameters. The Fermi level F is measured from the valence-band top, energies are in eV and densities in cm⁻³. The gap is E_g = 1.50 eV, and the electron and hole masses are 0.3 and 0.8 electron masses. Crystals are grown in equilibrium at 1000 K (kT = 0.08617 eV) and measured at 300 K (kT = 0.02585 eV). Band edges and formation energies are taken as independent of temperature, and the atomic chemical potentials are fixed.

A defect d of charge q has given q electrons to a reservoir at energy F, so its formation energy is

E_dq(F) = E_dq(0) + qF.

The three defects have these values at F = 0:

- D, a double donor: 0.30 eV for q = +2, 1.30 eV for q = +1, 2.50 eV for q = 0.
- A, an acceptor: 1.65 eV for q = −1, 1.50 eV for q = 0.
- X, neutral at every F in the gap: 0.70 eV.

The spin degeneracy g is 2 for D⁺ and A⁰, which have an unpaired electron, and 1 for the others.

Taking the cheapest charge state of each defect gives the three readings:

- F = 0: D 0.30, A 1.50, X 0.70 eV. D is lowest.
- F = 0.75 eV: D 1.80, A 0.90, X 0.70 eV. X is lowest.
- F = 1.50 eV: D 2.50, A 0.15, X 0.70 eV. A is lowest.

**From energies to densities**

Let each defect species have its own N sites per unit volume, here N = 2.0 × 10²². With k_q defects in charge state q and K = Σ k_q, the number of arrangements is

W = N! / [(N − K)! Π k_q!] × Π g_q^(k_q).

Equilibrium minimizes Σ k_q E_q(F) − kT ln W. Stirling's formula gives ∂ln W/∂k_q = ln(N − K) − ln k_q + ln g_q, so the minimum condition is

E_q(F) = kT ln[(N − K) g_q / k_q].

Solving for k_q, and using K ≪ N for dilute defects, gives the concentration

c_dq = N g_dq exp[−E_dq(F)/kT].

For electrons, a parabolic band has the density of states (1/2π²)(2m/ħ²)^(3/2) √ε at energy ε above its edge. If F lies several kT below that edge, the occupation is exp[−(E_g + ε − F)/kT]. Since ∫₀^∞ √ε exp(−ε/kT) dε = (√π/2)(kT)^(3/2), the electron density is

n = N_c exp[−(E_g − F)/kT], N_c = 2(m kT/2πħ²)^(3/2).

The same integral for holes gives p = N_v exp(−F/kT), with the hole mass in N_v. At 1000 K, N_v = 1.093 × 10²⁰ and N_c = 2.509 × 10¹⁹.

**Why the Fermi level cannot be chosen**

The charge density in units of the elementary charge e is

Q(F) = p − n + Σ q c_dq.

At mid-gap and 1000 K this is −5.68 × 10¹⁷. Consider a sphere of radius R = 1 µm with this uniform charge density ρ and relative permittivity 10. Gauss's law gives 4πr²εE = ρ(4πr³/3), hence E = ρr/3ε. Integrating from the centre to the surface gives a potential difference of

V = ρR²/6ε = −171 V.

The bands would shift by more than a hundred times the gap between centre and surface, which contradicts the assumption of one value of F relative to the bands. A homogeneous bulk region must therefore have Q = 0 to a very good approximation.

**Solving for neutrality**

For a hand estimate, keep the carriers and A⁻, and drop the donor. Neutrality then reads p = n + c(A⁻). With y = exp(F/kT),

N_v/y = y [N_c exp(−E_g/kT) + N exp(−1.65 eV/kT)].

Multiplying by y and dividing by the bracket gives

y² = N_v / [N_c exp(−E_g/kT) + N exp(−1.65 eV/kT)].

The two terms in the denominator are 6.9 × 10¹¹ and 9.67 × 10¹³, so y² = 1.12 × 10⁶ and

F = (kT/2) ln y² = 0.0431 eV × 13.93 = 0.600 eV.

The numerical root with all defects is 0.6007 eV. The densities there are:

- holes 1.026 × 10¹⁷, electrons 7.4 × 10¹⁴;
- A⁻ 1.030 × 10¹⁷, A⁰ 1.1 × 10¹⁵;
- D²⁺ 5.4 × 10¹⁴, D⁺ 1.1 × 10¹³;
- X 5.93 × 10¹⁸.

The positive charge is 1.026 × 10¹⁷ + 2 × 5.4 × 10¹⁴ + 1.1 × 10¹³ = 1.037 × 10¹⁷. The negative charge, 1.030 × 10¹⁷ + 7.4 × 10¹⁴, has the same value. The material is p-type, and its holes are balanced almost entirely by A⁻.

The lowest formation energy at this root belongs to X, with 0.70 eV against 1.05 eV for A and 1.50 eV for D. X is also about 58 times as abundant as A⁻. Finding the right Fermi level and then naming the lowest line would still give the wrong defect. The reading at the conduction-band edge did name A, but by accident: the true Fermi level is 0.9 eV away from that edge.

**Cooling to the measurement temperature**

Suppose cooling is fast enough to freeze the number of each defect, while electrons still move freely between defects and bands. The totals are then C_A = 1.041 × 10¹⁷ and C_D = 5.53 × 10¹⁴, but the charge states adjust to a new Fermi level.

For the acceptor, the ratio of neutral to charged centres is

c(A⁰)/c(A⁻) = 2 exp[(0.15 eV − F)/kT] = 2p/N₁, N₁ = N_v exp(−0.15 eV/kT),

because exp(−F/kT) = p/N_v. At 300 K, N₁ = 5.424 × 10¹⁶. The donor changes charge at F = 1.30 − 0.30 = 1.00 eV and at 2.50 − 1.30 = 1.20 eV. Both levels lie far above the Fermi level found below, so D is doubly charged. Electrons are negligible, and neutrality becomes

p + 2C_D = C_A / (1 + 2p/N₁).

Multiplying out gives a quadratic:

(2/N₁)p² + (1 + 4C_D/N₁)p + 2C_D − C_A = 0.

With the numbers inserted,

3.687 × 10⁻¹⁷ p² + 1.0408 p − 1.0296 × 10¹⁷ = 0,

whose positive root is p = (−1.0408 + √16.27)/(7.375 × 10⁻¹⁷) = 4.06 × 10¹⁶. The full numerical solution agrees and puts the Fermi level at 0.157 eV. About 40% of the acceptors are charged.

For mobilities of 100 cm²/(V s) for electrons and 20 cm²/(V s) for holes, the conductivity is

σ = e(nμ_n + pμ_p) = 1.602 × 10⁻¹⁹ × 4.06 × 10¹⁶ × 20 = 0.130 S/cm.

Had the Fermi level been at mid-gap, σ would have been 3.1 × 10⁻¹¹ S/cm, smaller by a factor of about 4 × 10⁹.

**Which defect is in control?**

A direct trial is to lower the growth formation energy of one defect by 0.1 eV in all its charge states, solve for neutrality again, and repeat the quench. The 300 K conductivity is multiplied by

- 1.41 when A is lowered,
- 0.97 when D is lowered,
- 1.00 when X is lowered.

The response to A is weaker than the factor exp(0.1 eV/kT) ≈ 3.2 that a fixed growth Fermi level would give for its concentration, for two main reasons and a smaller third. First, the growth Fermi level falls from 0.6007 to 0.5512 eV, which raises the cost of A⁻ again by 0.049 eV. Its concentration therefore grows by exp(0.0505/0.08617) ≈ 1.8. Second, not all the added acceptors are charged at 300 K. Without the small donor term the quadratic is p + 2p²/N₁ = C_A, and differentiating it gives

d ln p / d ln C_A = C_A / [p(1 + 4p/N₁)] = (1 + 2p/N₁)/(1 + 4p/N₁).

This exponent lies between 1, for full ionization, and 1/2, for weak ionization. It is about 0.63 here. These two effects alone give a factor of about 1.44. Third, the lower growth Fermi level makes D²⁺ cheaper by 2 × 0.049 eV and so about three times as abundant. The added compensation brings the factor down to 1.41.

**The correct general statement**

Consider dilute, non-interacting defects in a homogeneous bulk with non-degenerate carriers, at fixed atomic chemical potentials. Then:

1. The neutrality condition Q(F) = 0 has one and only one solution.
2. Let E_i be the Fermi level at which n = p. In equilibrium the material is n-type if the defect charge Σ q c_dq evaluated at E_i is positive, and p-type if it is negative.
3. If all formation energies of defect d are shifted by δ, the equilibrium Fermi level responds as dF/dδ = −(Σ_q q c_dq)/S, where S = p + n + Σ q² c_dq, summed over all defects and charge states.

A defect that is neutral in all its relevant charge states thus has no influence on F as long as the defects stay dilute and the chemical potentials are fixed, even if it has the lowest formation energy. If the composition is fixed instead, a neutral defect can act on F indirectly. Suppose A and X held the same impurity and its total were fixed. Since X holds most of it, lowering X by 0.1 eV would shift the chemical potential so that A costs nearly 0.1 eV more, and F would rise by about 0.05 eV.

**Proof of uniqueness.** Each density is an exponential in F, so

dp/dF = −p/kT, dn/dF = n/kT, dc_dq/dF = −q c_dq/kT.

The defect term in Q carries another factor q. Therefore

dQ/dF = −(p + n + Σ q² c_dq)/kT = −S/kT < 0.

As F → −∞, p grows without limit while n and the negatively charged defects vanish, so Q → +∞. As F → +∞ the roles are exchanged and Q → −∞. A continuous, strictly decreasing function that runs from +∞ to −∞ has one zero. The root can be trusted if it lies in the gap, several kT from both edges, and if all defects are dilute there, since the density formulas assume both.

**Proof of the type criterion.** Setting n = p gives E_i = E_g/2 + (kT/2) ln(N_v/N_c). Dividing the carrier formulas then gives

n/p = (N_c/N_v) exp[(2F − E_g)/kT] = exp[2(F − E_i)/kT].

At F = E_i the carriers cancel in Q, and only the defect charge remains. If it is positive, Q(E_i) > 0. Because Q decreases, its zero lies above E_i, where n > p. The opposite sign puts the zero below E_i. In the example E_i = 0.813 eV at 1000 K, and the defect charge there is −1.2 × 10¹⁸, which gives p-type material as found. The criterion was also tested on 300 random defect sets, of which 136 were n-type and 164 p-type.

A comparison of defects at E_i thus yields the carrier type during growth, and E_i follows from the bands and the temperature alone, before the neutrality condition is solved. What must be compared there is charge times concentration, not energy alone. With equal degeneracies, a double donor outweighs a single acceptor at 1000 K even if it costs up to kT ln 2 = 0.06 eV more at E_i. The comparison gives the type, not the carrier density.

**Proof of the response formula.** The shift multiplies every c_dq of defect d by exp(−δ/kT), so at fixed F

∂Q/∂δ = −(1/kT) Σ_q q c_dq.

Neutrality must hold before and after the shift:

(∂Q/∂F) dF + (∂Q/∂δ) dδ = 0.

Inserting ∂Q/∂F = −S/kT gives the stated result. In the example S = 2.085 × 10¹⁷, and the coefficients dF/dδ are 0.494 for A, −0.005 for D and 0 for X. The value for A is close to 1/2 because holes and A⁻ contribute nearly equal shares to S.

**Frozen defects.** After a quench the defect term becomes Σ C_d ⟨q⟩_d, with ⟨q⟩_d the mean charge of defect d. The weight of state q is w_q = g_q exp[−(E_q(0) + qF)/kT]/Z, where Z normalizes the sum to 1. Since d ln Z/dF = −⟨q⟩/kT, one has dw_q/dF = −(q − ⟨q⟩)w_q/kT, and

d⟨q⟩/dF = −(⟨q²⟩ − ⟨q⟩²)/kT ≤ 0.

The charge density still decreases strictly, because p and n contribute as before. The first two statements therefore hold with the frozen defect charge and with E_i taken at the measurement temperature. The carrier type can differ from that during growth, because defects change their charge states on cooling. The third statement describes growth. After a quench, a defect that was mostly neutral during growth can become charged if it has a level in the gap; X has none.

**When a diagram does show the Fermi level**

Suppose one donor of charge +1 and one acceptor of charge −1 both far outnumber the carriers. Neutrality reduces to c(D⁺) = c(A⁻), or

g_D exp[−(E_D + F)/kT] = g_A exp[−(E_A − F)/kT],

with E_D and E_A the formation energies at F = 0. Taking logarithms and solving for F gives

F = (E_A − E_D)/2 + (kT/2) ln(g_D/g_A).

Apart from the small degeneracy term, this is where the two lines cross. At fixed chemical potentials, a neutral defect below the crossing changes nothing. Both species are taken to have the same site density; otherwise the ratio of site densities enters the logarithm with the degeneracies. The result holds only at the temperature where the defect numbers are in equilibrium. After a quench, F is set by the small difference between the frozen donor and acceptor totals and by the defect levels, and it can lie several tenths of an eV from the crossing, on either side.

The condition on the carriers matters. In the example the D²⁺ and A⁻ lines cross where 0.30 + 2F = 1.65 − F, at F = 0.45 eV. Each defect would cost 1.20 eV there and have a concentration of about 1.8 × 10¹⁶, while the hole density would be about 5.9 × 10¹⁷. The holes cannot be ignored. The true root lies 0.15 eV higher. Without carriers, neutrality would read 2c(D²⁺) = c(A⁻), which puts F only (kT/3) ln 2 = 0.02 eV above the crossing. Including the carriers then raises it by the other 0.13 eV.

**Limits of the statement**

Neutral defects drop out of the charge balance, not out of all transport. They can scatter carriers and so change the mobility, or bind to charged defects and change their number. Near n = p, the carrier type and the larger term in σ can differ: with the mobilities used here, holes carry more current than electrons only if p > 5n. Near surfaces and junctions, neutrality fails locally and F relative to the bands varies in space. At high defect or carrier densities, site blocking, defect interactions and Fermi–Dirac statistics alter the formulas. Ionic conduction is not included.

The numerical output below lists the inputs, densities and responses.

Numbers as computed

```
Gap 1.50 eV; site density 2.0e+22 cm^-3
Electron, hole masses: 0.3, 0.8 m_e
Growth 1000 K, kT 0.08617 eV
Measurement 300 K, kT 0.02585 eV
D q=+2: E(F=0) 0.30 eV, degeneracy 1
D q=+1: E(F=0) 1.30 eV, degeneracy 2
D q=+0: E(F=0) 2.50 eV, degeneracy 1
A q=-1: E(F=0) 1.65 eV, degeneracy 1
A q=+0: E(F=0) 1.50 eV, degeneracy 2
X q=+0: E(F=0) 0.70 eV, degeneracy 1
Growth Nv 1.0928e+20, Nc 2.5094e+19 cm^-3
VBM F=0.0000 eV: D 0.3000, A 1.5000, X 0.7000 eV; lowest D
mid-gap F=0.7500 eV: D 1.8000, A 0.9000, X 0.7000 eV; lowest X
CBM F=1.5000 eV: D 2.5000, A 0.1500, X 0.7000 eV; lowest A
root F=0.6007 eV: D 1.5014, A 1.0493, X 0.7000 eV; lowest X
Net charge at mid-gap, growth: -5.6840e+17 e/cm^3
Sphere radius 1.0 um, eps_r 10: -171.4 V
Intrinsic level at growth: 0.8134 eV
Defect charge there: -1.2154e+18 e/cm^3
Neutrality Fermi level at growth: 0.60069 eV
Hand estimate of that level: 0.60023 eV
Growth p 1.0261e+17, n 7.3659e+14 cm^-3
Growth D q=+2: 5.4256e+14 cm^-3
Growth D q=+1: 1.0544e+13 cm^-3
Growth D q=+0: 5.0302e+09 cm^-3
Growth A q=-1: 1.0297e+17 cm^-3
Growth A q=+0: 1.1025e+15 cm^-3
Growth X q=+0: 5.9318e+18 cm^-3
Screening sum S at growth: 2.0850e+17 cm^-3
Control dF/d(delta) of D: -0.00525 (no unit)
Control dF/d(delta) of A: 0.49387 (no unit)
Control dF/d(delta) of X: 0.00000 (no unit)
Random sets tested: 136 n-type, 164 p-type
Frozen totals D 5.5311e+14, A 1.0407e+17, X 5.9318e+18 cm^-3
300 K Nv 1.7956e+19, Nc 4.1234e+18 cm^-3
300 K intrinsic level 0.7690 eV
Frozen defect charge there: -1.0297e+17 e/cm^3
300 K neutrality Fermi level: 0.15750 eV
300 K p 4.0583e+16, n 1.1541e-04 cm^-3
Acceptor level 0.15 eV; N1 5.4240e+16 cm^-3
Hand estimate of 300 K p: 4.0583e+16 cm^-3
Ionized fraction of A at 300 K: 0.4006
Mobilities: electrons 100, holes 20 cm^2/(V s)
300 K conductivity: 0.13004 S/cm
300 K conductivity if F were mid-gap: 3.109e-11 S/cm
D lowered 0.1 eV: growth F 0.60166 eV, 300 K conductivity x 0.9717
A lowered 0.1 eV: growth F 0.55124 eV, 300 K conductivity x 1.4098
X lowered 0.1 eV: growth F 0.60069 eV, 300 K conductivity x 1.0000
```
